# Orbital rotations and stationarity conditions in the Perdew-Zunger self-interaction correction, part 2

Hartree atomic units are used. One spin channel holds $N$ electrons in orthonormal orbitals $\phi_i$, with $n_i=|\phi_i|^2$ and $n=\sum_i n_i$. Let $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$ and $U[\rho]=\tfrac12(\rho|\rho)$. The Perdew-Zunger energy is $E=E_{\rm DFA}+E_{\rm SIC}$, where $E_{\rm DFA}$ is the density-functional approximation and
$$E_{\rm SIC}=-\sum_iW[n_i],\qquad W[\rho]=U[\rho]+E_{xc}[\rho,0].$$
Slater exchange is $E_x[\rho,0]=-C\int\rho^{4/3}\,d^3r$, $C=0.930526$. With $h=-\tfrac12\nabla^2+v_{\rm ext}$,
$$V_i=-\frac{\delta W}{\delta\rho}\Big|_{n_i},\quad H_0=h+\frac{\delta(U+E_{xc})}{\delta\rho}\Big|_{n},\quad H_i=H_0+V_i,\quad \lambda_{ji}=\langle\phi_j|H_i|\phi_i\rangle .$$

Real orthonormal $a,b$ are rotated by
$$\phi_1=\cos\theta\,a+e^{i\alpha}\sin\theta\,b,\qquad \phi_2=-e^{-i\alpha}\sin\theta\,a+\cos\theta\,b. \tag{1}$$
**(A)** Unitary mixing of occupied orbitals leaves $E_{\rm DFA}$ unchanged; with Slater exchange, $E_{\rm SIC}$ is not constant on (1).

Let $s=\tfrac12(a^2+b^2)$, $d=\tfrac12(a^2-b^2)$, $p=ab$, $z=\cos2\theta$, $x=\sin2\theta\cos\alpha$. Then $n_{1,2}=s\pm q$, $q=zd+xp$, and
$$U[n_1]+U[n_2]=(s|s)+(q|q). \tag{4}$$
The energy is a function on the disc $x^2+z^2\le1$. Its centre has $q=0$; its rim is the real rotations ($\alpha=0$), where
$$(q|q)=\tfrac12[(d|d)+(p|p)]+\tfrac12[(d|d)-(p|p)]\cos4\theta+(d|p)\sin4\theta. \tag{5}$$

**Lemma 3.** With Slater exchange, on the ray $q=\tau q_1$, $0\le\tau\le1$, $q_1$ a rim value, $F(\tau)=W[n_1]+W[n_2]=\sum_{k\ge0}c_{2k}\tau^{2k}$, where $c_0=(s|s)-2C\int s^{4/3}$ and
$$c_2=(q_1|q_1)-2C\binom{4/3}{2}\!\int q_1^2s^{-2/3},\qquad c_{2k}=-2C\binom{4/3}{2k}\!\int q_1^{2k}s^{4/3-2k}\quad(k\ge2).$$
If $q_1\not\equiv0$, then $c_{2k}<0$ for all $k\ge2$.

**(B)** $E$ is stationary under all variations that keep the orbitals orthonormal if and only if both
$$H_i\phi_i=\sum_j\phi_j\lambda_{ji}\quad\text{for all }i, \tag{2}$$
$$G_{ij}\equiv\langle\phi_i|V_i-V_j|\phi_j\rangle=\lambda_{ji}^*-\lambda_{ij}=0\quad\text{for all }i<j. \tag{3}$$
For a small rotation (1) of a pair, with $G=G_{12}$,
$$\frac{dE}{d\theta}=2\,{\rm Re}[e^{i\alpha}G]. \tag{6}$$

Still to be proved is **(C)**: condition (3) is necessary for a minimum and not sufficient.

**Lemma 6.** Let $\phi_1=a$, $\phi_2=b$ be real and use Slater exchange. The second derivatives of $E$ at $\theta=0$ for $\alpha=\pi/2$ and $\alpha=0$ are
$$E''_{\rm im}=2\big[\langle\phi_1|V_2-V_1|\phi_1\rangle+\langle\phi_2|V_1-V_2|\phi_2\rangle\big], \tag{7}$$
$$E''_{\rm re}=E''_{\rm im}-4\Big[2(p|p)-\tfrac49C\!\int\!\big(\phi_2^2|\phi_1|^{2/3}+\phi_1^2|\phi_2|^{2/3}\big)\Big]. \tag{8}$$

*Proof.* Only $E_{\rm SIC}=-F$ varies, with $F=W[s+q]+W[s-q]$, whose first variation is $\int\delta q\,(V_2-V_1)$ because $\delta W/\delta\rho=-V_i$ at $n_i$. For $\alpha=\pi/2$, $q=zd$ with $z=1-2\theta^2+\dots$, so $F=F_0-2\theta^2F_z+o(\theta^2)$ with $F_z=\int d\,(V_2-V_1)$. Hence $E''_{\rm im}=4F_z$, and $4d=2(\phi_1^2-\phi_2^2)$ gives (7). For $\alpha=0$, $q=d\cos2\theta+p\sin2\theta$, so $q'=2p$ and $q''=-4d$ at $\theta=0$. The chain rule gives $F''=\int q''(V_2-V_1)+\iint q'(f_1+f_2)q'$, where $f_i$ is the second functional derivative of $W$ at $n_i$; the sign of $\mp q'$ enters squared. The first term of $-F''$ is $4F_z$ again. The Hartree kernel contributes $(q'|q')=4(p|p)$ for each orbital. The exchange kernel is local, $-C\cdot\tfrac43\cdot\tfrac13\,n_i^{-2/3}$, and $p^2n_1^{-2/3}=\phi_2^2|\phi_1|^{2/3}$, likewise for $n_2$. Nodes cause no trouble, since $|\phi|^{8/3}$ is twice continuously differentiable in $\phi$. $\square$

**Corollary 2.** With Slater exchange, for any real pair,
$$E''_{\rm im}\le8\,[E_{\rm centre}-E_{\rm pair}]. \tag{9}$$
A real stationary pair that lies above the centre of the disc is thus unstable against complex rotation.

*Proof.* On the ray $q_1=d$, $\tau=z$, so $F_z=F'(1)=\sum_{k\ge1}2k\,c_{2k}$; the series may be differentiated up to $\tau=1$ because its terms with $k\ge2$ have one sign and $F'$ is continuous there. Write $2k=2+(2k-2)$: $F'(1)=2[F(1)-F(0)]+\sum_{k\ge2}(2k-2)c_{2k}\le2[F(1)-F(0)]$. Multiply by $4$ and use $F(1)-F(0)=E_{\rm centre}-E_{\rm pair}$. $\square$

*Proof of (C).* Necessity is (B). The family (1) is compact and $E_{\rm SIC}$ is differentiable and, by (A), not constant on it. It therefore has a maximum above its smallest value. This maximum is not a local minimum either. If it were, $F$ would be constant on an open piece of the disc, hence on a segment of some ray with $q_1\not\equiv0$ ($q_1$ vanishes identically on at most one line through the centre, since $d$ and $p$ are not both zero). A power series constant on a segment has $c_4=0$, against Lemma 3. A further rotation of the maximizing pair is again a unitary mixing of $a,b$ and so lies in the family up to phases; the slope (6) therefore vanishes there for every $\alpha$, so $G=0$. $\square$

*Remark 6 (symmetry).* Let $g$ be even and $u$ odd under inversion. For the pair $(g,u)$ both densities and both potentials are even, so $g(V_1-V_2)u$ is odd and $G=0$. For $\theta=\pi/4$, $\phi_1=(g+u)/\sqrt2$ and $\phi_2=(u-g)/\sqrt2$; inversion sends $\phi_1\to-\phi_2$ and $\phi_2\to-\phi_1$, so $\phi_1\phi_2$ is even, $V_1-V_2$ is odd, and again $G=0$. Delocalized and localized orbitals both obey the condition.

## Worked examples

**Helium, $1s2s$ triplet.** The level is exchange-only LSDA with the correction, in 14 s-type Gaussians of exponents $0.006\times2.5^k$ bohr$^{-2}$. No symmetry forces $G=0$, so (3) can fail here. Digits are kept to follow the arithmetic within this model. With 26 s-type Gaussians of exponents $0.002\times1.8^k$ the total energies fall by $3\times10^{-5}$ Ha, the eigenvalues of $\lambda$ move by at most $2\times10^{-5}$ Ha and the angles by about $10^{-5}$ rad; the values in eV are unchanged.

First $a,b$ are the uncorrected Kohn-Sham $1s$ and $2s$ orbitals, both positive at the nucleus, with $E_{\rm DFA}=-2.077208$ Ha. The integrals are $(s|s)=0.494683$, $(d|d)=0.208897$, $(p|p)=0.018871$, $(d|p)=0.057034$ Ha. At $\theta=0.2$ rad, (4) and (5) give
$$0.494683+0.113884+0.095013\cos0.8+0.057034\sin0.8,$$
and with the last two terms equal to $0.066196$ and $0.040914$ the sum is $0.715677$ Ha, against $0.715676$ Ha from the rotated orbitals; the last digit is rounding. $E_{\rm SIC}$ is $-0.096531$ Ha at $\theta=0$, $-0.073416$ Ha at $0.4$ rad and $-0.000196$ Ha at $\pi/4$, all at the same total density.

On the ray along $d$, $c_0=-0.003560$, $c_2=+0.112806$ and $c_4=-0.007907$ Ha. The exchange part of $c_2$ is $0.112806-0.208897=-0.096091$ Ha. The three terms sum to $0.101339$ Ha at $\tau=1$, while $F(1)=0.096531$ Ha; the remainder $-0.004808$ Ha is negative, as Lemma 3 requires. Energy differences give $c_4=-0.007936$ Ha, off by $0.4\%$ of the series value, on the side that the negative higher coefficients imply.

At $\theta=0$, $G=-0.037823$ Ha: the Kohn-Sham orbitals violate (3), and by (6) the energy falls with slope $-0.0756$ Ha/rad. The minimum located from energies alone and the root of $G$ both lie at $\theta=0.100116$ rad, where $E_{\rm SIC}=-0.100262$ Ha and $E=-2.077208-0.100262=-2.177470$ Ha. The gain is $0.003731$ Ha; the parabola with curvature $0.70628$ Ha/rad$^2$ gives $\tfrac12(0.70628)(0.100116)^2=0.00354$ Ha, $5\%$ less than the true gain. The Hartree part alone peaks where the derivative of (5) vanishes, $\tan4\theta=0.057034/0.095013$, at $\theta=0.135$ rad, so exchange moves the optimum back to $0.100$ rad. A second root of $G$, at $\theta=-0.662695$ rad, has $E_{\rm SIC}=+0.006903$ Ha and curvatures $-0.971$ (real) and $-0.033$ (imaginary) Ha/rad$^2$. It obeys (3) and is a maximum. The spread over real rotations is $0.006903+0.100262=0.107165$ Ha, or $2.92$ eV. For the complex pair obtained from (1) with $\theta=0.3$, $\alpha=0.7$ and extra phases $e^{0.4i}$ and $e^{-0.9i}$ on $\phi_1$ and $\phi_2$, (6) with $\alpha=0$ and $\alpha=\pi/2$ gives slopes $-0.0934450$ and $+0.1056081$ Ha/rad, equal to finite differences; with VWN correlation added they are $-0.0885606$ and $+0.1011579$ Ha/rad, again equal.

Minimizing over all real orthonormal pairs in the basis, from energy values only, gives $E=-2.179404$ Ha $=-59.305$ eV, a further $0.001934$ Ha from the change of the occupied space. The multipliers computed afterwards are $\lambda_{11}=-1.714141$, $\lambda_{22}=-0.189175$, $\lambda_{12}=\lambda_{21}=0.130089$ Ha, with asymmetry $9\times10^{-10}$ Ha and residual $1\times10^{-8}$ Ha in (2). The matrix is symmetric and not diagonal. Its mean diagonal is $-0.951658$ and half the difference is $0.762483$, so
$$\varepsilon=-0.951658\mp\sqrt{0.762483^2+0.130089^2}=-0.951658\mp0.773501,$$
that is $-1.725159$ and $-0.178157$ Ha ($-4.85$ eV); the uncorrected upper eigenvalue is $-0.08941$ Ha. Both curvatures are positive, $0.718$ and $0.509$ Ha/rad$^2$, and a search over complex rotations within this space returns the same real pair. Orbitals with angular parts are outside the basis.

Equation (2) has one condition fewer than there are free real parameters, so it does not fix the rotation angle, and the solution found depends on the start and also on the iteration used (a different update from the same start shifts the multipliers below by about $6\times10^{-4}$ Ha). One damped iteration of (2) alone, started from the minimizing pair rotated by $0.2$ rad, converges to $\lambda_{12}=0.330156$, $\lambda_{21}=0.385941$ Ha. Equation (6) predicts the slope $2(0.385941-0.330156)=0.11157$ Ha/rad, the finite difference is $0.111569$ Ha/rad, and the energy lies $0.011412$ Ha above the minimum.

**Triplet H$_2$, STO-3G.** With the same functional, the two basis functions span exactly the occupied space, and $a=\sigma_g$, $b=\sigma_u$. Both pairs of Remark 6 have $G=0$. Energies are in Ha and curvatures in Ha/rad$^2$.

| $R$ (bohr) | pair | $E_{\rm SIC}$ | $E''_{\rm re}$ | $E''_{\rm im}$ |
|---|---|---|---|---|
| 2 | canonical | $-0.0391$ | $-0.704$ | $-0.063$ |
| 2 | localized | $-0.1150$ | $+0.510$ | $+0.234$ |
| 5 | canonical | $+0.0409$ | $-1.368$ | $-0.003$ |
| 5 | localized | $-0.1105$ | $+0.717$ | $+0.643$ |

The canonical pair is a maximum in both directions and the localized pair a minimum, lower by $0.0759$ Ha ($2.065$ eV) at 2 bohr and $0.1515$ Ha ($4.12$ eV) at 5 bohr. These magnitudes belong to the minimal basis. With the exchange-only Kohn-Sham $\sigma_g,\sigma_u$ in aug-cc-pVTZ every sign in the table is kept, but the two gaps shrink to $0.79$ and $2.58$ eV, the canonical $E_{\rm SIC}$ at 5 bohr becomes $+0.012$ Ha, and the curvatures change by up to a factor of five. In STO-3G the complex search ends at $|x|=1$, $z=0$, the real localized pair, at both distances. At 2 bohr the centre has $E_{\rm SIC}=-0.04533$ Ha, so (9) bounds the canonical $E''_{\rm im}$ from above by $8(-0.04533+0.03911)=-0.050$, and the computed $-0.063$ respects it. At 5 bohr the overlap is $0.037$; as it tends to zero $\sigma_g^2$ and $\sigma_u^2$ coincide, $d\to0$, and the canonical pair merges in energy with the centre ($+0.04094$ against $+0.04065$ Ha) while $E''_{\rm im}=4\int d\,(V_2-V_1)\to0$. In the same limit each canonical density is half an atomic density on each atom. With atomic values $U_0$ and $E_{x0}$, its Hartree energy is $2\cdot\tfrac14U_0+\tfrac1{4R}$ and its exchange energy $2\cdot2^{-4/3}E_{x0}=2^{-1/3}E_{x0}$. Exchange keeps the larger fraction, $0.79$ against $0.5$, which allows $W<0$ and a positive correction such as the one found.

**Model $p_x,p_y$ pair.** For normalized Gaussians of exponent $1$ bohr$^{-2}$, $(d|d)=(p|p)=0.056419$ Ha, and $E_{\rm SIC}=-0.042620$ Ha both before and after a real rotation by $0.5$ rad. By (6), $G=0$ on the whole rim. The centre is $\phi_1=(p_x+ip_y)/\sqrt2$, $\phi_2=i(p_x-ip_y)/\sqrt2$, with $E_{\rm SIC}=-0.082589$ Ha, lower by $0.039969$ Ha ($1.09$ eV). The Hartree sum falls from $0.865091+0.056419=0.921510$ to $0.865091$ Ha. The exchange sum goes from $0.042620-0.921510=-0.878890$ to $0.082589-0.865091=-0.782502$ Ha, a rise of $0.096388$ Ha that outweighs the Hartree loss. Corollary 2 then gives the bound $E''_{\rm im}\le8(-0.039969)=-0.32$ Ha/rad$^2$: the real pair satisfies (3) and is unstable against complex rotation. Under $\rho(\mathbf r)\to\gamma^3\rho(\gamma\mathbf r)$ both $U$ and $\int\rho^{4/3}$ are multiplied by $\gamma$, so the sign does not depend on the exponent.

The numerical check that follows tests (4) to (8), the series of Lemma 3 and the two conditions of (B) against energies computed from the definitions. For the H$_2$ pairs of Remark 6 it evaluates $G$ from the potentials and compares the curvatures with energy differences. The bound (9) is only compared by hand above.

## Calculated quantities

```
C_x = 0.930526; 1 hartree = 27.2114 eV
He triplet: 14 s Gaussians, exponents 0.006*2.5^k bohr^-2
KS: E_DFA = -2.077208 Ha, eps1 = -1.20769 Ha, eps2 = -0.08941 Ha
(s|s) = 0.494683, (d|d) = 0.208897, (p|p) = 0.018871, (d|p) = 0.057034 Ha
theta = 0.0000 rad: sumU = 0.703580, E_SIC = -0.096531, G = -0.037823 Ha
theta = 0.2000 rad: sumU = 0.715676, E_SIC = -0.097082, G = +0.029973 Ha
theta = 0.4000 rad: sumU = 0.662802, E_SIC = -0.073416, G = +0.088502 Ha
theta = 0.7854 rad: sumU = 0.513553, E_SIC = -0.000196, G = +0.056314 Ha
theta = 1.2000 rad: sumU = 0.560065, E_SIC = -0.029452, G = -0.107621 Ha
binom(4/3,2) = 0.222222, binom(4/3,4) = 0.020576
ray: sumW(0) = -0.003560, c2 = +0.112806, c4 = -0.007907 Ha
c4 from energy differences = -0.007936 Ha
Slater: 2ReG = -0.0934450, diff -0.0934450; -2ImG = +0.1056081, diff +0.1056081 Ha/rad
Slater+VWN: 2ReG = -0.0885606, diff -0.0885606; -2ImG = +0.1011579, diff +0.1011579 Ha/rad
min: theta(energy) = +0.100116, theta(G=0) = +0.100116 rad, E_SIC = -0.100262 Ha
min: curvature real = +0.70628, imaginary = +0.50003 Ha/rad^2
max: theta(energy) = -0.662695, theta(G=0) = -0.662695 rad, E_SIC = 0.006903 Ha
max: curvature real = -0.97078, imaginary = -0.03275 Ha/rad^2
spread over real rotations = 0.107165 Ha = 2.9161 eV
E(KS space): theta=0 -2.173739 Ha, theta_min -2.177470 Ha
full min: E = -2.179404 Ha = -59.305 eV, E_SIC = -0.104088 Ha
lam11 = -1.714141, lam22 = -0.189175, lam12 = +0.130089, lam21 = +0.130089 Ha
|lam12-lam21| = 9.2e-10 Ha, orbital residual = 1.2e-08 Ha
eigenvalues of lam = -1.725159, -0.178157 Ha; upper = -4.848 eV
full min: curvature real = +0.71813, imaginary = +0.50928 Ha/rad^2
complex min in that space: E_SIC = -0.104088 Ha, |z| = 1.0000, |x| = 0.0000
orbital equation only: E = -2.167992 Ha, lam12 = +0.330156, lam21 = +0.385941 Ha
  excess energy = 0.011412 Ha, dE/dtheta = +0.111569 Ha/rad
H2 triplet R = 2.0 bohr: overlap = 0.46278, E_DFA = -0.67048 Ha
  canonical: E_SIC = -0.03911 Ha, curv real -0.7041, imag -0.0633 Ha/rad^2
  localized: E_SIC = -0.11499 Ha, curv real +0.5104, imag +0.2340 Ha/rad^2
  centre (q=0): E_SIC = -0.04533 Ha
  complex min: E_SIC = -0.11499 Ha, |z| = 0.0000, |x| = 1.0000
  localized - canonical = -0.07587 Ha = -2.065 eV
H2 triplet R = 5.0 bohr: overlap = 0.03747, E_DFA = -0.82223 Ha
  canonical: E_SIC = +0.04094 Ha, curv real -1.3679, imag -0.0028 Ha/rad^2
  localized: E_SIC = -0.11052 Ha, curv real +0.7167, imag +0.6429 Ha/rad^2
  centre (q=0): E_SIC = +0.04065 Ha
  complex min: E_SIC = -0.11052 Ha, |z| = 0.0000, |x| = 1.0000
  localized - canonical = -0.15146 Ha = -4.121 eV
p Gaussians, exponent 1 bohr^-2: (s|s) = 0.865091, (d|d) = 0.056419, (p|p) = 0.056419 Ha
E_SIC(px,py) = -0.042620 Ha, rotated 0.5 rad = -0.042620 Ha
E_SIC(p+,p-) = -0.082589 Ha, difference = -0.039969 Ha = -1.088 eV
```
